# Spontaneous polarization of ideal ice XI from 3 debye molecular dipoles

## Question

I am trying to estimate the spontaneous polarization of ferroelectric ice XI. The exercise says to assign 3 debye to each water molecule in the ideal structure and to obtain about 0.18 C/m² along the c axis.

With an oxygen–oxygen distance of 2.75 Å I find a volume of about 32 Å³ per molecule. Multiplying the number density by 3 D gives 0.31 C/m², which is far too large.

I suppose the dipoles are not parallel to c, but then I get stuck. Half of the molecules have an O–H bond pointing along c and the other half do not, so I would expect two different projections. I also don't see what happens to the components perpendicular to c, or whether I should add a local-field correction. Where does 0.18 come from, and how far can I trust it?

## Answer

Your density is right. What is missing is one projection factor, $1/\sqrt3$, and it is the same for both kinds of molecule.

### Assumptions

Take each oxygen to have four neighbours at distance $d$, in perfect tetrahedral directions. Each bond carries one proton, and each molecule donates two protons and accepts two (the ice rules). The molecular dipole has magnitude $\mu$ and lies along the bisector of the two donated bonds, pointing from negative to positive charge. In the ferroelectric state all bonds parallel to c point the same way, counted from the donating oxygen through its proton to the accepting oxygen. I call this direction $+c$.

The 3 D is the moment of a molecule inside the crystal at zero macroscopic field. It already includes the induction caused by the neighbours, so a further local-field factor would count that induction twice.

### The density

The oxygens form puckered honeycomb bilayers, joined by bonds along c. An oblique bond has a vertical extent $d/3$, so its horizontal extent is

$$
\sqrt{d^2-\frac{d^2}{9}}=\frac{\sqrt8}{3}\,d .
$$

Two such horizontal projections at 120° connect equivalent sites, which are therefore separated by

$$
a=\sqrt3\,\frac{\sqrt8}{3}\,d=\sqrt{\frac83}\,d .
$$

The rectangular cell has $b=\sqrt3\,a=\sqrt8\,d$. Going up by one bilayer costs the puckering $d/3$ plus one vertical bond $d$. There are two bilayers per period, so

$$
c=2\left(\frac d3+d\right)=\frac{8d}{3}.
$$

Each bilayer contributes four molecules to this cell, eight in all. The number density is

$$
n=\frac{8}{abc}
=\frac{8}{\sqrt{8/3}\,\sqrt8\,(8/3)\,d^3}
=\frac{3\sqrt3}{8d^3}.
$$

### The dipole direction

Let $\mathbf u_1$ and $\mathbf u_2$ be unit vectors along the two donated bonds. In a tetrahedron $\mathbf u_1\cdot\mathbf u_2=-1/3$, so

$$
|\mathbf u_1+\mathbf u_2|^2=1+1-\frac23=\frac43 .
$$

Dividing by the length of the sum gives a dipole of the required magnitude:

$$
\boldsymbol\mu=\mu\,\frac{\mathbf u_1+\mathbf u_2}{2/\sqrt3}
=\frac{\sqrt3}{2}\,\mu\,(\mathbf u_1+\mathbf u_2).
$$

Now compare your two kinds of molecule.

1. A molecule on the upper side of a bilayer has its vertical bond pointing up and its three oblique bonds pointing slightly down. It donates the vertical bond and one oblique bond. The c-components add to $1-1/3=2/3$.
2. A molecule on the lower side has its vertical bond pointing down and its oblique bonds pointing slightly up. It accepts a proton through the vertical bond, so it must donate two oblique bonds. The c-components add to $1/3+1/3=2/3$.

Both kinds therefore have

$$
\mu_c=\frac{\sqrt3}{2}\,\mu\,\frac23=\frac{\mu}{\sqrt3}.
$$

The angle between dipole and c axis is 54.7° in both cases. Having an O–H bond along c does not put the dipole along c, because the second O–H bond points mostly sideways and slightly backwards.

If the proton on a vertical bond is reversed, the same counting gives $-2/3$ for both molecules that share the bond: $-1/3-1/3$ for one and $-1+1/3$ for the other. Let $s=+1$ or $-1$ denote the direction of a vertical bond. Every molecule has one vertical bond, so for any arrangement that obeys the ice rules

$$
P_c=\frac{n\mu}{\sqrt3}\,\langle s\rangle .
$$

The oblique protons do not enter separately. Full alignment, $\langle s\rangle=1$, gives the largest $P_c$ available in this model:

$$
P_c=\frac{\mu}{\sqrt3}\,\frac{3\sqrt3}{8d^3}=\frac{3\mu}{8d^3}.
$$

As a test, all proton assignments in the eight-molecule cell were enumerated. The 114 assignments that obey the ice rules all satisfy the relation between $P_c$ and $\langle s\rangle$. In so small a cell $\langle s\rangle$ takes only the values $-1$, $0$ and $+1$, so intermediate values rest on the counting argument above.

### The perpendicular components

Aligning the vertical bonds does not by itself remove the transverse polarization. Of the 114 states, 25 have all vertical bonds up, and 18 of those still have a net transverse component. The arrangement of the oblique protons matters here.

Ice XI is assigned the space group Cmc2₁. Its mirror plane is normal to a, which forces $P_a=0$. Its twofold screw axis along c reverses the b-component between successive bilayers, which forces $P_b=0$.

The cancelling parts are large. In the symmetric arrangement, a molecule that donates its vertical bond also donates the oblique bond lying in the mirror plane. That bond has a horizontal component $\sqrt8/3$, so

$$
|\mu_b|=\frac{\sqrt3}{2}\,\mu\,\frac{\sqrt8}{3}
=\sqrt{\frac23}\,\mu\approx0.816\,\mu .
$$

Its partner, which accepts this bond, has the same b-component. To see this, use the fact that the four bond vectors of a molecule add to zero: its two donated vectors sum to minus its two accepted ones. The accepted vertical vector has no b-component, and the accepted oblique vector points back to the donor. Minus that vector has the donor's b-direction. Each bilayer is thus strongly polarized along b, and the next bilayer cancels it.

### The numbers

The dipole is $3.00\ \mathrm D=1.0007\times10^{-29}$ C m. With $d=2.75$ Å, a rough value for cold ice,

$$
P_c=\frac{3(1.0007\times10^{-29}\ \mathrm{C\,m})}
{8(2.75\times10^{-10}\ \mathrm m)^3}
=0.180\ \mathrm{C/m^2}.
$$

This is 18 µC/cm². Equivalently, your unprojected value gives $0.3125/\sqrt3=0.180$ C/m². Summing the eight molecular dipoles of the Cmc2₁ cell gives the same result, with no transverse remainder.

### Does the dipole sum act as a macroscopic polarization?

It should produce a potential step across a slab. A slab one cell thick has dipole moment $P_cc$ per area. If the dipoles are fixed and the slab is infinitely wide, the step is

$$
\Delta V=\frac{P_c c}{\varepsilon_0}=14.94\ \mathrm V .
$$

For a disc of radius $R$, the potential on the axis at height $h$ above the dipole layer is

$$
V(h)=\frac{P_cc}{4\pi\varepsilon_0}
\int_0^R\frac{h\,2\pi\rho\,d\rho}{(h^2+\rho^2)^{3/2}}
=\frac{P_cc}{2\varepsilon_0}
\left(1-\frac{h}{\sqrt{h^2+R^2}}\right).
$$

The potential below has the opposite sign, so the difference is twice this. For $R=300$ Å and $h=20$ Å the formula gives 13.951 V. A direct Coulomb sum over point charges placed on the oxygens and protons of such a disc gives 13.950 V.

### How far to trust 0.18

The assigned dipole is the most delicate input. A crystal's charge density can be divided into molecules in more than one way, so 3 D is a modelling choice. Since $P_c$ is proportional to $\mu$, a change of 0.2 D moves it by 0.012 C/m², or 7%. A free molecule is a poor substitute: PBE0 with the aug-cc-pVDZ basis, at a fixed geometry, gives 1.87 D and hence only 0.112 C/m². The larger aug-cc-pVTZ basis lowers this dipole by about 0.007 D, which is immaterial here. The calculation leaves out the crystal's induction and the molecule's vibrations, and it carries the error of the functional.

Geometry matters less. Increasing $d$ by 0.01 Å at fixed $\mu$ lowers $P_c$ by about 1%, to 0.1785 C/m². If the H–O–H angle is 107° rather than 109.5°, the bisector can tilt by about 1.2°. For a molecule that donates its vertical bond, keeping that O–H exactly on its bond raises the projection by 3%; keeping the oblique O–H on its bond lowers it by 3%. For a molecule that donates two oblique bonds, keeping one O–H on its bond tilts the bisector horizontally, which hardly changes the projection. A 3% change in $P_c$ would need every molecule to tilt by this angle directly towards or away from c, so 3% is an upper estimate for tilts no larger than 1.2°. These figures keep the dipole on the bisector of the H–O–H angle. In the crystal, the neighbours' field can also turn the induced part of the dipole away from the bisector. Near 54.7°, each degree of tilt directly towards or away from c changes $P_c$ by about 2.5%, so even a small tilt matters. A crude model with point charges and an isotropic molecular polarizability gives tilts below one degree, away from c, which lower $P_c$ by 1–2%.

Zero-point libration also shortens the average dipole. With a rough quantum of 100 meV for both tilting motions, treated as independent harmonic oscillators, the reduction is about 2%. It applies only if 3 D is understood as the moment of a molecule held still. At 70 K the thermal energy is 6 meV, so thermal excitation of these motions is negligible.

For real ice XI, which is stable below roughly 72 K and can be prepared from ice doped with potassium hydroxide, complete proton order is an assumption that can fail badly. If a fraction $f$ of the vertical bonds is aligned and the rest average to zero, then $\langle s\rangle=f$. An illustrative $f=0.6$ gives 0.108 C/m², a 40% reduction. Domains of opposite sign reduce the sample average in the same way, and $\langle s\rangle=0$ gives no net polarization along c. The value 0.18 C/m² therefore describes a fully ordered single domain, not a partly ordered or multidomain sample.

Finally, the surface charge must be compensated. In an open-circuit film with linear electronic response, the total polarization is $P_c+\varepsilon_0(\varepsilon_\infty-1)E$. With no free charge the displacement field vanishes:

$$
\varepsilon_0E+P_c+\varepsilon_0(\varepsilon_\infty-1)E=0
\quad\Rightarrow\quad
E=-\frac{P_c}{\varepsilon_0\varepsilon_\infty}.
$$

For a rough $\varepsilon_\infty=1.7$ the magnitude is 120 MV/cm. The potential drop would reach a rough band gap of 9 eV, divided by the electron charge, at a thickness of 0.75 nm, about one c period. These two numbers hold the molecules fixed, so they overestimate the field and underestimate the thickness. A static field also tilts the molecules: the 100 meV harmonic librations used above would add about 0.7 to the permittivity, giving roughly 85 MV/cm and 1 nm. Even that field would tilt some dipoles by more than 15°, which is beyond linear response. Bulk linear response is therefore only a crude guide, but the scale is clear: a thicker single-domain film with this polarization needs compensating charge. Without it, forming domains or losing part of the proton order would lower the field. The 0.18 C/m² refers to the compensated state, with zero macroscopic field. The numerical output below lists the main values used here.

## Table of computed values

```
Assigned dipole: 3.00 D = 1.0007e-29 C m
O-O distance (rough input): 2.750 angstrom
Cell a, b, c: 4.4907 7.7782 7.3333 angstrom
Volume per molecule: 32.019 angstrom^3
Number density: 3.1232e+28 m^-3
Dipole angle to c: 54.736 degrees
Projection factor on c: 0.57735
n*mu without projection: 0.3125 C/m^2
P_c from formula: 0.18044 C/m^2
P_c from ice XI molecular sum: 0.18044 C/m^2
P_c converted: 18.04 uC/cm^2
Ice-rule states in cell: 114
States with all c-bonds up: 25
Of these, with transverse polarization: 18
Of these, with Cmc2_1 symmetry: 1
b-component/mu, bilayers: 0.8165 -0.8165
Disc radius and probe height: 300 20 angstrom
Disc potential step, Coulomb sum: 13.950 V
Disc potential step, from P: 13.951 V
Infinite one-cell slab step, fixed dipoles: 14.94 V
P change for 0.2 D: 0.0120 C/m^2
P at d + 0.01 angstrom: 0.1785 C/m^2
Free H2O geometry: 0.96 angstrom, 104.5 degrees
Free H2O dipole, PBE0/aug-cc-pVDZ: 1.867 D
P using free-molecule dipole: 0.1123 C/m^2
Molecular angle for tilt estimate: 107.0 degrees
Bisector tilt: 1.24 degrees
P ratios at tilt limits: 1.0303 0.9693
Libration quantum (rough input): 100 meV
rms libration angles: 10.53 6.21 degrees
Zero-point libration factor: 0.9775
Ordered fraction (illustrative): 0.60
P at this fraction: 0.1083 C/m^2
Temperature of use (rough): 70 K
Thermal energy: 6.03 meV
Electronic permittivity (rough input): 1.70
Band gap (rough input): 9.0 eV
Open-circuit field magnitude: 119.9 MV/cm
Thickness where drop reaches gap: 0.751 nm
```
